# Mean-field instability and exponential parity doublet in the Lipkin-Meshkov-Glick model

When the coupling, summed over all particles, outweighs the cost of excitation, a many-fermion system can lower its mean-field energy by breaking a symmetry of its Hamiltonian. If that symmetry is a parity, two broken-symmetry determinants then have the same energy, while the true eigenstates keep the symmetry. A single determinant cannot describe such a state, which is the situation called static correlation. The Lipkin-Meshkov-Glick model lets one follow this from weak to strong coupling and calculate how closely the two lowest eigenstates approach each other.

## Hamiltonian and quasispin

Let $N\ge3$ fermions occupy two levels of energy $\mp\epsilon/2$, each containing $N$ orbitals $p=1,\dots,N$. Define

$$J_+=\sum_p a^\dagger_{p+}a_{p-},\quad J_-=J_+^\dagger,\quad J_z=\tfrac12\sum_p(n_{p+}-n_{p-}).$$

For each $p$, $[a^\dagger_{p+}a_{p-},a^\dagger_{p-}a_{p+}]=n_{p+}-n_{p-}$, and different $p$ commute. Hence $[J_+,J_-]=2J_z$ and $[J_z,J_\pm]=\pm J_\pm$: these are angular-momentum operators with $\hbar=1$. Take $\epsilon,V>0$ and

$$H=\epsilon J_z-\tfrac V2(J_+^2+J_-^2)=\epsilon J_z-V(J_x^2-J_y^2),\qquad \chi=\frac{V(N-1)}\epsilon,\quad a=\frac1\chi.$$

$H$ conserves $J^2$ and, since it changes $M$ by two, the parity $\Pi=(-1)^{M+N/2}$. In the multiplet $J=N/2$, each parity gives a tridiagonal matrix with diagonal $\epsilon M$ and off-diagonal element

$$b_M=-\tfrac V2\sqrt{[J(J+1)-M(M+1)][J(J+1)-(M+1)(M+2)]}$$

between $M$ and $M+2$. The even block starts at $M=-J$, the odd one at $-J+1$.

This multiplet contains the lowest doublet. An orbital pair $p\pm$ that is empty or full has zero quasispin; the other $n$ pairs are spins ½. In their product basis the off-diagonal elements of $H$ are $-V$ or zero. For $n\ge3$ repeated double flips connect all states with the same parity of up spins, so by the Perron-Frobenius theorem the lowest vector in each parity sector is unique and positive. A permutation of spins leaves it unchanged; it is symmetric and has $J=n/2$.

Now add two spins to a symmetric state of $n$ spins. The addition $\downarrow\downarrow$ lowers the trial energy by $\epsilon$ and leaves the parity of the number of up spins unchanged. The triplet $(\uparrow\downarrow+\downarrow\uparrow)/\sqrt2$ leaves the energy unchanged and reverses that parity. Extra coupling terms have no expectation value, because they change $M$ of the added pair. Thus both parity minima at $n+2$ lie no higher than any level at $n$. (For $n=0$ the trial states are themselves symmetric.) Since $H$ in a multiplet depends only on $J$, this covers all smaller $J$.

## The Hartree-Fock minimum and its instability

For a general determinant let $\rho$ be the one-body density matrix and $C_{pq}=\langle a^\dagger_{q+}a_{p-}\rangle$ its lower-upper block. Wick's theorem gives

$$\langle J_+^2\rangle=\sum_{pq}(C_{pp}C_{qq}-C_{qp}C_{pq})=(\operatorname{tr}C)^2-\operatorname{tr}C^2 .$$

Write the eigenvalues of the lower-level block $\rho_{--}$ as $\cos^2(\theta_k/2)$. Since $\rho^2=\rho$, $CC^\dagger=\rho_{--}(1-\rho_{--})$, so the singular values of $C$ are $\sigma_k=\frac12\sin\theta_k$. Also $\langle J_z\rangle=\frac12(N-2\operatorname{tr}\rho_{--})=-\frac12\sum_k\cos\theta_k$.

The quantity $(\operatorname{tr}C)^2-\operatorname{tr}C^2$ is twice the trace of the matrix of $2\times2$ minors of $C$. That matrix has singular values $\sigma_k\sigma_l$, $k<l$, and the modulus of a trace is at most the sum of singular values. Therefore

$$\operatorname{Re}\langle J_+^2\rangle\le\tfrac12\sum_{k<l}\sin\theta_k\sin\theta_l\le\tfrac{N-1}4\sum_k\sin^2\theta_k,$$

using $2xy\le x^2+y^2$ in the last step. The energy obeys

$$E\ge-\frac\epsilon2\sum_k\Big(\cos\theta_k+\frac\chi2\sin^2\theta_k\Big).$$

Putting every particle in $\cos(\theta/2)|p-\rangle+\sin(\theta/2)|p+\rangle$ attains the bound with equal angles. The derivative of one term is $\frac\epsilon2\sin\theta(1-\chi\cos\theta)$. Over all $N$-particle determinants, therefore,

$$E_{HF}=-\frac{N\epsilon}2\ (\chi\le1),\qquad E_{HF}=-\frac{N\epsilon}4\Big(\chi+\frac1\chi\Big),\ \cos\theta=\frac1\chi\ (\chi>1).$$

Beyond threshold $\theta$ and $-\theta$ give two determinants exchanged by $\Pi$.

The instability follows from orbitals $|p-\rangle+\sum_qZ_{qp}|q+\rangle$, orthonormalized. To second order

$$\delta E=\epsilon\operatorname{tr}Z^\dagger Z-V\operatorname{Re}[(\operatorname{tr}Z)^2-\operatorname{tr}Z^2].$$

For $Z$ proportional to the unit matrix, the coefficients of $\operatorname{tr}Z^\dagger Z$ are $\epsilon-V(N-1)$ for real and $\epsilon+V(N-1)$ for imaginary $Z$. Traceless symmetric $Z$ gives $\epsilon\pm V$ and antisymmetric $Z$ gives $\epsilon\mp V$, for real and imaginary $Z$ respectively. As $N\ge3$, the first coefficient to vanish is $\epsilon(1-\chi)$, at $V(N-1)/\epsilon=1$.

## An equation in one angle

Abbreviate $c=\cos\alpha$, $s=\sin\alpha$, $\partial=d/d\alpha$. On the functions $e^{ik\alpha}$, $k=-J,\dots,J$, set

$$J_y=-i\partial,\quad J_z=-Jc+s\partial,\quad J_x=-Js-c\partial.$$

Then $(J_z\pm iJ_x)e^{ik\alpha}=-(J\mp k)e^{i(k\pm1)\alpha}$. These operators shift $J_y$ by $\pm1$, stop at $k=\pm J$, and have commutator $(J+k)(J-k+1)-(J-k)(J+k+1)=2k$, as required for spin $J$. The functions are periodic for even $N$ and antiperiodic for odd $N$. Parity is $\alpha\to-\alpha$: it reverses $J_x,J_y$ and keeps $J_z$, and the state $M=-J$ is the even function $\cos^{2J}(\alpha/2)$.

Expanding the square,

$$J_x^2=J^2s^2+Jc^2+(2J-1)sc\,\partial+c^2\partial^2 .$$

With $\epsilon=V(2J-1)a$ this gives

$$H=-V(1+c^2)\partial^2+V(2J-1)s(a-c)\partial+U,\quad U=-\epsilon Jc-V(J^2s^2+Jc^2).$$

It has the Sturm-Liouville form $Hf=-w^{-1}(wPf')'+Uf$ with $P=V(1+c^2)$ if $(wP)'/w=-V(2J-1)s(a-c)$. Since $P'=-2Vsc$, this means $w'/w=[-\epsilon s+V(2J+1)sc]/P$, and integration yields

$$w=(1+c^2)^{-J-1/2}\exp\Big(\frac\epsilon V\arctan c\Big).$$

A spin eigenfunction is a trigonometric polynomial with at most $2J$ zeros per period. The Sturm-Liouville functions have $0,2,2,4,4,\dots$ zeros in the periodic case and $1,1,3,3,\dots$ in the antiperiodic case. Exactly $2J+1$ have at most $2J$, so the spin levels are the lowest $N+1$ levels of this equation.

To see the wells, remove the first derivative and use $dx=d\alpha/\sqrt{1+c^2}$. At order $J^2$ the removal adds $VJ^2s^2(a-c)^2/(1+c^2)$ to $U$. Because $-2ac-s^2=(a-c)^2-1-a^2$, the potential is

$$W=-VJ^2(1+a^2)+2VJ^2\frac{(a-c)^2}{1+c^2},$$

with kinetic term $-V\,d^2/dx^2$. For $\chi<1$ we have $a>1$ and the lowest well is at $\alpha=0$; a second minimum, at $\alpha=\pi$, lies higher by about $N\epsilon$ and does not affect the lowest levels. Near $\alpha=0$, $x\simeq\alpha/\sqrt2$ and $W\simeq\text{const}+VJ^2(a^2-1)x^2$. The harmonic spacing is $2VJ\sqrt{a^2-1}$, so the odd-even gap tends to $\epsilon\sqrt{1-\chi^2}$. For $\chi>1$ there are two wells, at $\pm\alpha_0$ with $\cos\alpha_0=a$.

## The function in one well

For fixed $\chi>1$ and large $J$, put $F=e^{J\sigma_0+\sigma_1}$ and $E/V=-J^2(1+a^2)+Je_1+O(1)$. Order $J^2$ of $HF=EF$ reads

$$(1+c^2)\sigma_0'^2-2s(a-c)\sigma_0'-(a-c)^2=0.$$

Its roots are $(a-c)(s\pm\sqrt2)/(1+c^2)$, since $s^2+1+c^2=2$. The lower sign describes decay away from $\alpha_0$. Order $J$ becomes

$$2\sqrt2(a-c)\sigma_1'=e_1-ac+c^2+s(a-c)\sigma_0'+(1+c^2)\sigma_0''.$$

Let $s_0=\sin\alpha_0=\sqrt{1-a^2}$. Regularity at $c=a$ requires $e_1=-(1+a^2)\sigma_0''(\alpha_0)=\sqrt2s_0-s_0^2$. Differentiating $\sigma_0'$,

$$(1+c^2)\sigma_0''=s(s-\sqrt2)+c(a-c)+\frac{2sc(a-c)(s-\sqrt2)}{1+c^2}.$$

The terms $\pm c(a-c)$ cancel. With $1+c^2=(\sqrt2-s)(\sqrt2+s)$ and $s^2-s_0^2=a^2-c^2$, the right side is

$$(a^2-c^2)\Big(1-\frac s{\sqrt2+s}\Big)-\sqrt2(s-s_0)=-\frac{\sqrt2(s-s_0)(\sqrt2-s_0)}{\sqrt2+s}.$$

Replacing $s-s_0$ by $(a^2-c^2)/(s+s_0)$ and splitting the fraction,

$$\sigma_1'=-\frac{a+c}2\Big(\frac1{s+s_0}-\frac1{s+\sqrt2}\Big).$$

The value of $e_1$ also gives the correlation energy. Since $E_{HF}=-\frac12VJ(2J-1)(1+a^2)$ and $VJ\to\epsilon\chi/2$,

$$E-E_{HF}\to\frac{\epsilon\chi}2\Big[\sqrt{2(1-a^2)}-\frac{3-a^2}2\Big].$$

It stays finite while $E_{HF}$ grows as $N$.

## The splitting

Let $f_\pm$ be the lowest even and odd functions and $\Delta=E_--E_+$. Multiply each equation by $w$ times the other function, subtract, and integrate by parts. At $\alpha=0$, $f_-=f_+'=0$; for even $N$ the same holds at $\pi$. Hence

$$\Delta\int_0^\pi wf_+f_-\,d\alpha=(wPf_+f_-')_0-(wPf_+f_-')_\pi .$$

Normalize $\int wF^2d\alpha=1$ and use $f_\pm\simeq[F(\alpha)\pm F(-\alpha)]/\sqrt2$. The integral is ½, $f_+(0)=\sqrt2F(0)$ and $f_-'(0)=\sqrt2F'(0)$. Dropping the term at $\pi$, whose size is found below,

$$\Delta\simeq4w(0)P(0)F(0)F'(0),\quad P(0)=2V,\quad \frac{F'(0)}{F(0)}\simeq J\sigma_0'(0)=\frac{J(1-a)}{\sqrt2}.$$

Write $\ln w=J\lambda_0+\lambda_1$, where $\lambda_0=-\ln(1+c^2)+2a\arctan c$ and $\lambda_1=-\frac12\ln(1+c^2)-a\arctan c$. Then $2\sigma_0'+\lambda_0'=-2\sqrt2(a-c)/(1+c^2)$. This has two uses. Near $\alpha_0$, $wF^2$ is a Gaussian with exponent $-J\sqrt2s_0(\alpha-\alpha_0)^2/(1+a^2)$, so

$$(wF^2)_{\alpha_0}=\sqrt{\frac{\sqrt2Js_0}{\pi(1+a^2)}}.$$

Between the well and $\alpha=0$, $wF^2$ falls by $Re^{-NS}$, where

$$S=\sqrt2\int_0^{\alpha_0}\frac{c-a}{1+c^2}d\alpha=A-aB,$$

$$A=\operatorname{artanh}\frac{s_0}{\sqrt2}=\operatorname{arsinh}q,\quad B=\arctan\frac{s_0}{\sqrt2a}=\arcsin q,\quad q=\sqrt{\frac{\chi^2-1}{\chi^2+1}}.$$

The integrand is positive, so $S>0$. The remaining factor is

$$\ln R=\int_0^{\alpha_0}(a+c)\Big(\frac1{s+s_0}-\frac1{s+\sqrt2}\Big)d\alpha+\lambda_1(0)-\lambda_1(\alpha_0).$$

The four integrals are

- $\int c/(s+s_0)=\ln2$;
- $\int c/(s+\sqrt2)=\ln[(\sqrt2+s_0)/\sqrt2]$;
- $a\int1/(s+s_0)=\ln[\sin\alpha_0/\tan(\alpha_0/2)]=\ln(1+a)$, from the antiderivative $a^{-1}\ln[\sin\frac{\alpha+\alpha_0}2/\cos\frac{\alpha-\alpha_0}2]$;
- $a\int1/(s+\sqrt2)=a\int(\sqrt2-s)/(1+c^2)=aB-a(\pi/4-\arctan a)$.

The last bracket cancels against $\lambda_1(0)-\lambda_1(\alpha_0)=\frac12\ln\frac{1+a^2}2-a(\pi/4-\arctan a)$. Using $e^A=(\sqrt2+s_0)/\sqrt{1+a^2}$,

$$R=\frac{2(1+a)\sqrt{1+a^2}}{\sqrt2+s_0}e^{-aB}=2(1+a)e^{-A-aB}.$$

Multiplying the factors, with $(1-a)(1+a)=s_0^2$ and $J=N/2$, gives

$$\boxed{\Delta\simeq\frac{4\cdot2^{1/4}VN^{3/2}(1-a^2)^{5/4}}{\sqrt{\pi(1+a^2)}}\,e^{-(N+1)A+(N-1)aB}}$$

The neglected route through $\pi$ has rate $S+\sqrt2\int_0^\pi(a-c)/(1+c^2)\,d\alpha=S+\pi a$, so its relative weight contains $e^{-N\pi/\chi}$. Odd $N$ changes the boundary conditions at $\pi$ and hence only this term.

The law is a leading large-$N$ result at fixed $\chi>1$. Near threshold $S\simeq\frac23(1-a)^{3/2}$, and the wells are separated only if $N(1-a)^{3/2}\gg1$. At the other end it fails when $N\pi/\chi$ is not large, that is, when $V$ is comparable with $\pi\epsilon$ or greater.

## Numbers and use

Set $\epsilon=1$ and $N=20$. The odd-even gap is 0.886 at $\chi=0.5$, 0.537 at $\chi=1$ and 0.0212 at $\chi=2$. Nothing closes at the Hartree-Fock threshold for finite $N$; the determinant becomes unstable there, while the exact spectrum changes smoothly.

At $\chi=2$, $V=2/19=0.1053$ and $E_{HF}=-5(2+0.5)=-12.5$. With $A=0.7127$ and $B=0.8861$, the prefactor of the boxed formula is 15.77 and the exponent is $-21(0.7127)+9.5(0.8861)=-6.549$. The result is 0.0226, about 6% above the exact gap. At $N=40$, 80 and 160 the ratio exact/asymptotic is 0.974, 0.988 and 0.994: the relative error falls roughly as $1/N$.

The energy error of the lowest, symmetry-broken determinant is a poor diagnostic. (Measured from the symmetric determinant of energy $-N\epsilon/2$, the error at $\chi=2$ would instead be $-2.69$.) The correlation energy is $-0.332$ at $\chi=1$ but only $-0.186$ at $\chi=2$, where the doublet is much closer; its large-$N$ limit there is $-0.150$. Natural occupations are more telling. States with $J=N/2$ have one particle per $p$, and parity removes $\langle a^\dagger_{p+}a_{p-}\rangle$, so the natural orbitals are the original levels. From $\langle J_z\rangle=\partial E/\partial\epsilon$ and $E\simeq-VJ^2(1+a^2)$, the upper occupation tends to $(1-a)/2$. At $\chi=2$ it is 0.235 for $N=20$, against the limit 0.25; a determinant has natural occupations 0 and 1.

Projecting the unchanged Hartree-Fock determinant onto parity restores the symmetry but not the tunnelling. The determinants $\pm\theta$ have overlap $\nu=a^N$. Their one-particle matrix elements are $-\frac12$ for $j_z$ and $\pm\frac12\sin\theta$ for $j_\pm$, so their Hamiltonian element is

$$h=-\frac{N\epsilon}2a^{N-1}-\frac{N\epsilon\chi}4(1-a^2)a^{N-2}=-\frac{N\epsilon}4(\chi+\chi^3)\nu .$$

The projected energies $(E_{HF}\pm h)/(1\pm\nu)$ differ by

$$\Delta_{proj}=\frac{2(\nu E_{HF}-h)}{1-\nu^2}=\frac{N\epsilon}2\,\frac{(\chi^3-1/\chi)\chi^{-N}}{1-\chi^{-2N}} .$$

Its rate is $\ln\chi$, which exceeds $S$: both vanish at $a=1$, and $-dS/da=B<\tan B=s_0/(\sqrt2a)<1/a$. At $\chi=2$ the rates are 0.693 and 0.270 per particle. For $N=20$ the projected splitting is $7.15\times10^{-5}$, about 297 times too small. Because the rates differ, the ratio of the exact to the projected splitting grows exponentially with $N$ at fixed $\chi>1$ once the wells are separated. Near threshold the error has the other sign: as $\chi\to1^+$, $\Delta_{proj}\to\epsilon$, above the exact 0.537 for $N=20$.

For an exact calculation, treat the parity blocks separately. At $\chi=2$, $N=160$ the gap is $2.4\times10^{-18}$ while $E_{HF}=-100$, so subtracting double-precision energies cannot resolve it. In extended precision, with $M_i$ the successive $M$ values of a block, use the pivots

$$d_1=\epsilon M_1-E,\qquad d_i=\epsilon M_i-E-b_{M_{i-1}}^2/d_{i-1}.$$

Their product is the determinant of the block minus $E$. Newton's step $E\to E-1/\sum_i(d_i'/d_i)$, with primes denoting $d/dE$, rises monotonically to the lowest level when started below it, because all roots are real. A last pivot equal to zero means convergence and must not be divided by. The numerical output lists the values for the three couplings and the sequence in $N$.

## Computed results

```
Energies in units of eps; particle number N = 20
chi = 0.5: V = 0.026316 eps
  lowest stability eigenvalue (N=4) = 0.5000 eps
  Hartree-Fock energy = -10.000000 eps
  exact ground energy = -10.069099 eps
  correlation energy = -0.069099 eps
  odd-even gap = 0.886250 eps
  upper-level occupation = 0.00381
chi = 1.0: V = 0.052632 eps
  lowest stability eigenvalue (N=4) = -0.0000 eps
  Hartree-Fock energy = -10.000000 eps
  exact ground energy = -10.331960 eps
  correlation energy = -0.331960 eps
  odd-even gap = 0.537422 eps
  upper-level occupation = 0.02604
chi = 2.0: V = 0.105263 eps
  lowest stability eigenvalue (N=4) = -1.0000 eps
  Hartree-Fock energy = -12.500000 eps
  exact ground energy = -12.685806 eps
  correlation energy = -0.185806 eps
  odd-even gap = 0.021234 eps
  upper-level occupation = 0.23534
gap at chi=0.5, N=320 = 0.867342 eps
large-N gap at chi=0.5 = 0.866025 eps
chi=2: HF angle = 60.00 degrees
chi=2: A = 0.712708, B = 0.886077 (no unit)
chi=2: tunnelling rate S = 0.269670 per particle
chi=2: projected rate ln(chi) = 0.693147 per particle
chi=2: N, exact gap/eps, asymptotic gap/eps, exact/asymptotic
   10  0.214887  0.249923  0.85981
   20  0.021234  0.0225776  0.94049
   40  0.000137773  0.000141445  0.97404
   80  4.03201e-9  4.08249e-9  0.98763
  160  2.43653e-18  2.45136e-18  0.99395
chi=2, N=20: projected HF gap = 7.15256e-05 eps
chi=2, N=20: exact/projected gap = 296.9
chi=2, N=320: correlation energy = -0.151521 eps
chi=2, large N: correlation energy = -0.150255 eps
chi=2, N=320: upper occupation = 0.24950
chi=2, large N: upper occupation = 0.25000
```
